Axial Ising Estimate of the Intrinsic Stacking-Fault Energy and Its Sensitivity

In a model fcc crystal with lattice parameter 4 Å, 0.001 eV is added to the pair interaction in a narrow window around one interatomic distance. The hcp–fcc energy difference rises by 0.001 eV per atom. The energy of an intrinsic stacking fault, summed directly from atomic positions, rises by 0.002 eV per atom of fault area, which is 4.6 mJ/m². Two things need explaining: why the fault responds twice as strongly as the bulk difference, and when that factor can be relied on.

**1. Quantities and conventions**

Let E_fcc, E_hcp and E_dhcp be energies per atom of the three stackings, and define

Δ = E_hcp − E_fcc,
Δ_d = E_dhcp − E_fcc.

Let A be the area per atom in one close-packed layer, and γ the energy of an isolated intrinsic fault per unit area. It is an excess over the same number of atoms in perfect fcc. A column containing one atom from each of N layers has cross-section A, so

γA = E_column(fault, N layers) − N E_fcc.

The result to be derived is

γ ≈ 2Δ/A.

The algebra is in atomic units, with energies in hartree and lengths in bohr; no constants appear, so the formulas hold in any consistent units. Numbers are in eV and Å.

The temperature is zero. Layers are rigid, and every stacking has the same A and the same layer spacing. Atomic relaxation is therefore excluded, both at the fault and in hcp.

**2. From layers to spins**

Each layer occupies one of three lateral positions, A, B or C, and adjacent layers never share a position. Assign to the step from layer i to layer i+1

S_i = +1 for A→B, B→C or C→A,
S_i = −1 for the reverse steps.

The periodic spin patterns are

fcc (ABC): + + + + …
hcp (AB): + − + − …
dhcp (ABAC): + + − − …

where the dhcp pattern is fixed up to its starting point.

An intrinsic fault is made by removing one plane and closing the gap. Removing the middle A from

A B C A B C

leaves

A B C B C.

The two positive steps C→A and A→B have been replaced by one negative step C→B. The result is a fcc row of spins with one spin reversed. The C layer before that step has B on both sides, and the B layer after it has C on both sides. These two layers have the nearest-layer surroundings of hcp; all others keep those of fcc. Counting on a periodic stack confirms one reversed spin and two hcp-like layers.

**3. The energy as a function of the spins**

A rotation by 180° about the normal through an A site maps an A layer onto itself and exchanges positions B and C. It reverses every S_i without changing the energy. Products of an odd number of spins would change sign, so they cannot occur. For a periodic stack of N layers, keep all pair products and the product of four consecutive spins:

E_column = N J_0 − Σ_i [Σ_n J_n S_i S_{i+n} + K S_i S_{i+1} S_{i+2} S_{i+3}].

J_n couples spins n steps apart and K is the four-spin coupling. With this sign, a positive J_1 favours equal neighbouring spins, hence fcc over hcp. Other even products, some spanning no more spins than the J_4 term, can also enter; they are left out here.

In fcc every product equals +1:

E_fcc = J_0 − Σ_n J_n − K.

In hcp, spins n steps apart have the product (−1)^n, and four consecutive spins contain two minus signs, so their product is +1:

E_hcp = J_0 − Σ_n (−1)^n J_n − K.

Subtracting, J_0 and K cancel:

Δ = Σ_n [1 − (−1)^n] J_n = 2(J_1 + J_3 + J_5 + …).

The hcp–fcc difference thus contains no even pair coupling.

In dhcp, the average pair product is 0 for n = 1, −1 for n = 2, 0 for n = 3 and +1 for n = 4. The four-spin product is +1. Subtracting these averages from the fcc value of 1 gives, for pair couplings through J_4,

Δ_d = (1 − 0)J_1 + (1 + 1)J_2 + (1 − 0)J_3 + (1 − 1)J_4
= J_1 + 2J_2 + J_3.

**4. One reversed spin**

Let S_0 be the reversed spin. For each n it belongs to two pair products, S_0 S_n and S_{−n} S_0. Each changes from +1 to −1, and the energy term −J_n S S′ then rises by 2J_n. Two such terms cost 4J_n. The reversed spin also lies in four windows of four consecutive spins, each costing 2K. Hence

γA = 4 Σ_n J_n + 8K.

The fault must be isolated, so that no product contains two reversed spins.

If J_1 is the only coupling,

Δ = 2J_1,
γA = 4J_1 = 2Δ.

This is the axial Ising estimate. In this truncation a layer costs 2J_1 when the steps on its two sides have opposite signs, that is, when it is hcp-like. Every layer of hcp is of this kind, so the cost per layer is Δ. The fault contains two such layers, which gives the factor 2.

A coherent twin boundary provides a second case. Its pattern is + + + + − − − −, with one hcp-like layer. Only one neighbouring pair product changes sign, so with J_1 alone

γ_twin A = 2J_1 = Δ.

Its estimated energy, and its response to an error in Δ, are half those of the intrinsic fault.

**5. What the estimate omits**

Subtracting 2Δ = 4(J_1 + J_3 + …) from the fault energy leaves

γA − 2Δ = 4(J_2 + J_4 + …) + 8K.

Odd pair couplings do not spoil the relation, even when they are long-ranged. Even pair couplings and the four-spin coupling do.

One more bulk energy removes the J_2 error:

Δ + 2Δ_d = (2J_1 + 2J_3) + (2J_1 + 4J_2 + 2J_3)
= 4(J_1 + J_2 + J_3).

The improved estimate is therefore

γA ≈ Δ + 2Δ_d = E_hcp + 2E_dhcp − 3E_fcc.

Through J_4 and K its remainder is

γA − (Δ + 2Δ_d) = 4J_4 + 8K.

The difference between the two estimates is also a diagnostic:

(Δ + 2Δ_d) − 2Δ = 2Δ_d − Δ = 4J_2 for couplings through J_4 and K.

Within this set of couplings, if Δ_d differs appreciably from Δ/2, the simple estimate is missing a J_2 contribution. Agreement between the estimates does not exclude an error, because J_4 and K are invisible to this comparison.

**6. The same relations for pair forces**

For pair forces, the remainders can be written in terms of layer energies. Let D_m be the energy of one atom with all atoms of a layer m spacings away when the layers are laterally aligned, minus that energy when they are not. The two unaligned positions have equal energy by the 180° rotation. Each pair of layers is counted once per column.

Layers m apart are aligned when the sum of the m intervening spins is divisible by 3. This gives:

m = 1: never aligned.
m = 2: aligned when the two spins are opposite.
m = 3: aligned when all three spins are equal.
m = 4: aligned when two spins are positive and two negative.

For forces reaching at most four layers, fcc has aligned pairs only at m = 3. In hcp they occur at m = 2 and m = 4. In dhcp half the pairs at m = 2 and all those at m = 4 are aligned. Consequently

Δ = D_2 − D_3 + D_4,
Δ_d = D_2/2 − D_3 + D_4.

At the fault, two windows of two spins contain the reversed spin, and both become aligned. Three windows of three spins contain it, and all three lose their alignment. Four windows of four spins contain it, but their sum is 2, so they remain unaligned. Therefore

γA = 2D_2 − 3D_3.

Subtracting each estimate gives

γA − 2Δ = (2D_2 − 3D_3) − (2D_2 − 2D_3 + 2D_4)
= −D_3 − 2D_4,

γA − (Δ + 2Δ_d) = (2D_2 − 3D_3) − (2D_2 − 3D_3 + 3D_4)
= −3D_4.

If the forces are pair forces and reach only two layers, the simple estimate is exact for these rigid stackings. If they reach three, the improved estimate is exact. At four layers even pair forces generate a four-spin coupling, since the alignment condition involves four spins jointly, and both estimates acquire a remainder.

**7. Area and sensitivity**

Two nearest-neighbour vectors in a (111) plane are

u = (a/2)(1, −1, 0),
v = (a/2)(0, 1, −1).

Their cross product is

u × v = (a²/4)(1, 1, 1),

whose length is the area per atom:

A = √3 a²/4.

The estimate becomes

γ ≈ 2Δ/A = 8Δ/(√3 a²).

At fixed a, an error δ in Δ changes it by

δγ = 2δ/A = 8δ/(√3 a²).

For a = 4 Å, A = 6.928 Å². With δ = 0.001 eV (1 meV) per atom,

δγ = 2 × 0.001/6.928 = 0.0002887 eV/Å² = 4.6 mJ/m².

The same error gives 6.0 mJ/m² at a = 3.5 Å and 3.0 mJ/m² at a = 5 Å. The decrease follows 1/a², because the same energy per atom is spread over a larger area. This is the sense in which 1 meV per atom matters at several mJ/m².

Inverting the relation gives the accuracy required of the bulk difference:

|δ| ≤ A|δγ|/2.

For a target of 1 mJ/m² at a = 4 Å, the bound is 0.000216 eV per atom. It applies to the error of the difference. An error common to E_fcc and E_hcp cancels, however large it is in either total energy.

If the lattice parameter also changes, then to first order the estimate changes by

δγ/γ = δΔ/Δ − 2δa/a,

because A is proportional to a². Here δΔ must include any change of Δ caused by the new volume.

**8. Worked example**

The model has round parameters and represents no particular material. Its pair interaction is V(r) = V_0 (b/r)³ cos(kr) [1 − (r/r_c)²]² for r < r_c and zero beyond, with V_0 = 0.05 eV, k = 3.5 Å⁻¹ and b = a/√2 the nearest-neighbour distance. Its value and slope both vanish at the cutoff r_c. The lattice parameter is set to 4 Å, not found by minimizing the energy. The layer spacing is 2.309 Å.

Three cutoffs are used: 2.9, 3.9 and 4.9 layer spacings. Changing the cutoff also changes the smoothing at shorter distances, so these are three different interactions and not a convergence series for one interaction.

With the shortest cutoff, forces reach two layers. The bulk differences are

Δ = 0.00249 eV,
Δ_d = 0.00125 eV.

Their ratio is 2, as required when J_1 acts alone. The direct fault energy is γA = 0.00499 eV, equal to 2Δ, and γ = 11.5 mJ/m².

With the middle cutoff, D_3 = 0.00025 eV enters. The simple estimate is

2Δ = 2 × 0.01764 = 0.03528 eV,

while the direct value is 0.03503 eV. The difference is −D_3. Per unit area, the estimate is 81.6 mJ/m² against 81.0 mJ/m² directly, an excess of 0.7% of the direct value. The improved estimate agrees with the direct sum.

With the longest cutoff, D_3 = 0.00320 eV and D_4 = 0.00002 eV. The results are

direct γA = 0.05930 eV,
2Δ = 0.06254 eV,
Δ + 2Δ_d = 0.05936 eV.

The predicted remainder of the simple estimate is

−D_3 − 2D_4 = −0.00320 − 0.00004 = −0.00324 eV,

which is the difference between the first two values. In surface units the estimate gives 144.6 mJ/m² and the direct sum 137.1 mJ/m². The estimate is too high by 7.5 mJ/m², or 5.5% of the direct value. The improved estimate is too high by 0.00006 eV, about 0.1%, which is 3D_4.

For this interaction, the error of the simple estimate exceeds the 4.6 mJ/m² produced by an error of 0.001 eV in Δ. Refining Δ alone would not remove it. The dhcp energy removes most of it.

The direct values come from sums over atomic positions, without use of the spin couplings. Tests confirmed the remainders for all three cutoffs, the symmetry under spin reversal for a mixed stacking, and the independence of the fault energy from cell length. The layer construction also reproduced the fcc energy found from a lattice sum in cubic axes.

**9. Why the added interaction had twice the effect**

The energy in the opening example was added around the distance √(8/3) b, where b is the nearest-neighbour distance. This is the vertical distance between aligned atoms two layers apart. An hcp atom has one such neighbour above and one below. Each pair is shared by two atoms, so hcp gains one pair energy per atom, 0.001 eV. In fcc, layers two apart are not aligned and the distance is absent.

The addition therefore raises D_2 by 0.001 eV and leaves D_3 and D_4 unchanged. From section 6,

δΔ = δD_2 = 0.001 eV,
δ(γA) = 2δD_2 = 0.002 eV.

The direct sums with the longest cutoff give these shifts. The factor 2 holds for the change even though the simple estimate of the total fault energy is 5.5% too high, because the remainder −D_3 − 2D_4 has not changed.

Other changes in the interaction behave differently. If D_3 alone changes by η,

δΔ = −η,
δ(γA) = −3η,

and the ratio is 3. If D_4 alone changes, Δ shifts but the fault energy does not. If J_2 alone changes in the spin description, the fault energy shifts by 4δJ_2 while Δ stays fixed. At fixed a, the formula δγ = 2δ/A describes the response of the simple estimate. It describes the response of the actual rigid fault when the remainder is unchanged.

**10. Use when choosing a level of theory**

Suppose a low-cost method can treat the faulted crystal, while a more demanding method can treat only bulk fcc and hcp. Define the remainder for either method by

R = γA − 2Δ.

At a common geometry,

γ_high = (2Δ_high + R_high)/A.

Replacing the unknown R_high by R_low = γ_low A − 2Δ_low gives

γ_high ≈ γ_low + 2(Δ_high − Δ_low)/A.

The error of this correction is (R_low − R_high)/A. It vanishes when the methods differ only in the pair term D_2, as in the opening example. It need not be small when they differ in longer-ranged layer interactions or in many-body terms. An energy that depends nonlinearly on each atom's surroundings produces K even when it reaches only two layers, because the atom then senses the four steps from two layers below to two layers above, and K remains in both estimates. If the demanding method can also treat dhcp, 2Δ can be replaced by Δ + 2Δ_d throughout, and only the remainder of the improved estimate is transferred.

The improved estimate has its own error propagation:

δγ = (δ + 2δ_d)/A,

where δ_d is the error in Δ_d. If the errors follow the J_1 pattern, δ_d = δ/2 and the earlier result 2δ/A returns. If both differences can err independently by up to 0.001 eV, the worst case is 3 × 0.001/A, or 6.9 mJ/m² at a = 4 Å. The extra bulk energy removes the J_2 part of the truncation error but places its own demand on numerical accuracy. The total truncation error can even grow if the J_2 part was cancelling the J_4 and K terms.

The relative error of the simple estimate at fixed area is δ/Δ. With the longest cutoff, 0.001 eV is 3% of Δ. With the shortest it is 40%, although the absolute shift is the same 4.6 mJ/m². For a given relative accuracy, a small hcp–fcc difference therefore needs a correspondingly small error.

When |Δ| is smaller than its uncertainty, even the sign of the estimate is undetermined. A negative value means that, within the J_1 truncation, inserting a fault lowers the energy of fcc. With the further couplings kept in section 3, the sign of γ is that of 4Σ_n J_n + 8K and can differ from the sign of Δ. The four-spin products left out there, which pair forces reaching five layers already generate, add terms of their own to γA.

Relaxation needs a separate calculation. Allowing atoms near the fault to move, with the fcc reference held fixed, can lower the fault energy or leave it unchanged. Relaxing the shape or volume of hcp changes Δ as well, and the identities above do not make the two changes cancel. Rigid and relaxed energies should therefore not be mixed in one estimate without checking the effect. The numerical output lists the rigid-lattice values for each cutoff.

Values computed for the example and the checks

```
lattice parameter a = 4.00 angstrom
pair amplitude = 0.050 eV
pair wave number = 3.50 1/angstrom
layer spacing = 2.3094 angstrom
area per layer atom A = 6.9282 angstrom^2
reversed spins in fault = 1 (count)
hcp-like layers in fault = 2 (count)
Ising remainder of 2*Delta: 4*J2 + 4*J4 + 8*K (energy)
Ising remainder of Delta+2*Delta_d: 4*J4 + 8*K (energy)
--- cutoff = 2.9 layer spacings
Delta hcp-fcc = 0.0024926 eV/atom
Delta_d dhcp-fcc = 0.0012463 eV/atom
D2, D3, D4 = 0.0024926, 0.0000000, 0.0000000 eV
direct gamma*A = 0.0049851 eV
2*Delta = 0.0049851 eV
Delta+2*Delta_d = 0.0049851 eV
direct gamma = 11.528 mJ/m^2
estimate 2*Delta/A = 11.528 mJ/m^2
--- cutoff = 3.9 layer spacings
Delta hcp-fcc = 0.0176391 eV/atom
Delta_d dhcp-fcc = 0.0086968 eV/atom
D2, D3, D4 = 0.0178845, 0.0002454, 0.0000000 eV
direct gamma*A = 0.0350327 eV
2*Delta = 0.0352782 eV
Delta+2*Delta_d = 0.0350327 eV
direct gamma = 81.015 mJ/m^2
estimate 2*Delta/A = 81.582 mJ/m^2
--- cutoff = 4.9 layer spacings
Delta hcp-fcc = 0.0312715 eV/atom
Delta_d dhcp-fcc = 0.0140442 eV/atom
D2, D3, D4 = 0.0344544, 0.0032025, 0.0000195 eV
direct gamma*A = 0.0593013 eV
2*Delta = 0.0625429 eV
Delta+2*Delta_d = 0.0593599 eV
direct gamma = 137.137 mJ/m^2
estimate 2*Delta/A = 144.633 mJ/m^2
--- response to a changed interaction, longest cutoff
added pair energy = 0.0010 eV
shift of Delta = 0.001000 eV/atom
shift of gamma*A = 0.002000 eV
shift of gamma = 0.0002887 eV/angstrom^2
same shift of gamma = 4.625 mJ/m^2
a = 3.5 angstrom: 0.001 eV/atom shifts gamma by 6.041 mJ/m^2
a = 4.0 angstrom: 0.001 eV/atom shifts gamma by 4.625 mJ/m^2
a = 5.0 angstrom: 0.001 eV/atom shifts gamma by 2.960 mJ/m^2
Delta error for 1 mJ/m^2 at a = 4.0 angstrom: 0.0002162 eV/atom
```
